# Direction-dependent relaxation and resistivity on a circular Fermi line: verification in Python

```python
# RESULT UNDER TEST
# On a circular Fermi line with local relaxation rate
#     g(phi) = g0 + g1 cos^2(2 phi),   g0 > 0, g0 + g1 > 0,
# the conductivity is n e^2 / (m G) with G = sqrt(g0 (g0 + g1)),
# which lies below the angular mean rate g0 + g1/2 unless g1 = 0.
# phi: angle on the Fermi line; n: electron density; m: mass;
# M: rate of momentum-conserving collisions that relax every angular
#    harmonic of the excess except the first.
# Rates are in 1/ps unless a name says otherwise.
import numpy as np
from scipy import constants as const

e, hbar, kB, me = const.e, const.hbar, const.k, const.m_e


def effective_rate(g0, g1):
    return np.sqrt(g0 * (g0 + g1))


def mixed_rate(g0, g1, M):
    return np.sqrt((g0 + M) * (g0 + g1 + M)) - M


def harmonic_rate(g0, g1, M=0.0, size=240):
    """Solve the kinetic equation in harmonics cos(k phi), k odd.
    g = g0 + g1/2 + (g1/2) cos(4 phi); the product cos(4 phi) cos(k phi)
    is half the sum of the harmonics k+4 and |k-4|."""
    orders = 2 * np.arange(size) + 1
    C = np.diag(np.full(size, g0 + g1 / 2) + M * (orders != 1))
    for column, k in enumerate(orders):
        for partner in (k + 4, abs(k - 4)):
            row = (partner - 1) // 2
            if row < size:
                C[row, column] += g1 / 4
    drive = np.zeros(size)
    drive[0] = 1.0
    return 1.0 / np.linalg.solve(C, drive)[0]


# ---- main formula, inequality, and mixing formula on varied cases ----
for g0, g1 in [(6, 18), (1, 0.3), (2, 30), (5, -4), (3, 0)]:
    G = harmonic_rate(g0, g1)
    mean = g0 + g1 / 2
    assert abs(G / effective_rate(g0, g1) - 1) < 1e-9
    gap = (np.sqrt(g0 + g1) - np.sqrt(g0))**2 / 2
    assert abs(mean - G - gap) < 1e-8
    assert (G < mean - 1e-6) if g1 != 0 else abs(G - mean) < 1e-9
    for M in (0.5, 12.0, 300.0):
        assert abs(harmonic_rate(g0, g1, M) / mixed_rate(g0, g1, M) - 1) < 1e-9
    assert abs(harmonic_rate(g0, g1, 1e6) / mean - 1) < 1e-4

# ---- example parameters ----
g0, g1 = 6.0, 18.0
n_layer = 1.5e19          # 1/m^2
spacing = 0.6e-9          # m
mass = 1.5 * me
T = 300.0                 # K
G = effective_rate(g0, g1)
mean = g0 + g1 / 2
kF = np.sqrt(2 * np.pi * n_layer)
vF = hbar * kF / mass
EF = (hbar * kF)**2 / (2 * mass)
n_bulk = n_layer / spacing


def resistivity(rate):    # micro-ohm cm, rate in 1/ps
    return mass * rate * 1e12 / (n_bulk * e**2) * 1e8


# ---- conductivity from a thermal sum over wavevectors ----
dk = 0.003 * kF
axis = np.arange(-400, 401) * dk
kx, ky = np.meshgrid(axis, axis, indexing="ij")
x = np.clip(((hbar**2) * (kx**2 + ky**2) / (2 * mass) - EF) / (kB * T), -300, 300)
occupation = 1 / (np.exp(x) + 1)
minus_df_dE = 1 / (4 * kB * T * np.cosh(x / 2)**2)
angle = np.arctan2(ky, kx)
states = 2 * dk**2 / (2 * np.pi)**2
density_sum = states * occupation.sum()
assert abs(density_sum / n_layer - 1) < 1e-6


def sheet_conductivity(rate, a, b):
    return states * e**2 * (hbar / mass)**2 * np.sum(
        a * b * minus_df_dE / (rate * 1e12))


fourfold = g0 + g1 * np.cos(2 * angle)**2
sixfold = g0 + g1 * np.cos(3 * angle)**2
twofold = g0 + g1 * np.cos(angle)**2
formula_sheet = n_layer * e**2 / (mass * G * 1e12)
for pattern in (fourfold, sixfold):
    sxx = sheet_conductivity(pattern, kx, kx)
    syy = sheet_conductivity(pattern, ky, ky)
    sxy = sheet_conductivity(pattern, kx, ky)
    assert abs(sxx / formula_sheet - 1) < 1e-5
    assert abs(syy / formula_sheet - 1) < 1e-5
    assert abs(sxy / formula_sheet) < 1e-8
grid_rho = spacing / sheet_conductivity(fourfold, kx, kx) * 1e8
drude = n_layer * e**2 / (mass * 1e12)
two_x = drude / sheet_conductivity(twofold, kx, kx)
two_y = drude / sheet_conductivity(twofold, ky, ky)
assert two_x > 1.2 * G and two_y < 0.9 * G   # twofold pattern breaks the rule

# ---- added isotropic rate: deviation from Matthiessen's rule ----
added = 1.0
rise = effective_rate(g0 + added, g1) - G
assert abs(harmonic_rate(g0 + added, g1) - harmonic_rate(g0, g1) - rise) < 1e-8
assert rise > added

# ---- diffuse edges: current along x in a strip of given width ----
def edge_factor(width, phi):
    """Conductivity of the strip divided by that of the bulk."""
    g = g0 + g1 * np.cos(2 * phi)**2
    reach = vF * np.abs(np.sin(phi)) / (g * 1e12)
    kept = 1 - reach / width * (1 - np.exp(-width / reach))
    weight = np.cos(phi)**2 / g
    return np.sum(weight * kept) / np.sum(weight)


def marched_factor(width, phi, steps=6000):
    """March v sin(phi) df/dy = cos(phi) - g f from an edge with f = 0."""
    g = g0 + g1 * np.cos(2 * phi)**2
    h = width / steps * 1e12 / (vF * np.sin(phi))
    f = np.zeros_like(phi)
    total = np.zeros_like(phi)
    for _ in range(steps):
        new = (f * (1 - h * g / 2) + h * np.cos(phi)) / (1 + h * g / 2)
        total += (f + new) / 2
        f = new
    return np.sum(np.cos(phi) * total / steps) / np.sum(np.cos(phi)**2 / g)


coarse = (np.arange(200) + 0.5) * np.pi / 200
for width in (100e-9, 20e-9):
    assert abs(marched_factor(width, coarse) / edge_factor(width, coarse) - 1) < 1e-4
fine = (np.arange(40000) + 0.5) * np.pi / 40000
widths_nm = (1000, 100, 20)
strip_rho = [resistivity(G) / edge_factor(w * 1e-9, fine) for w in widths_nm]

# ---- warped line: radius 1 + warp cos(fold phi), energy k^2 / radius^2 ----
warp = 0.05


def warped_ratio(fold):
    phi = (np.arange(4000) + 0.5) * 2 * np.pi / 4000
    radius = lambda p: 1 + warp * np.cos(fold * p)
    energy = lambda a, b: (a**2 + b**2) / radius(np.arctan2(b, a))**2
    point = lambda p: (radius(p) * np.cos(p), radius(p) * np.sin(p))
    h = 1e-5
    px, py = point(phi)
    vx = (energy(px + h, py) - energy(px - h, py)) / (2 * h)
    vy = (energy(px, py + h) - energy(px, py - h)) / (2 * h)
    ax, ay = point(phi + h)
    bx, by = point(phi - h)
    length = np.hypot(ax - bx, ay - by) / (2 * h)
    g = g0 + g1 * np.cos(fold * phi / 2)**2
    warped = np.mean(length * vx**2 / np.hypot(vx, vy) / g)
    circle = np.mean(2 * np.cos(phi)**2 / g)   # speed 2 on the unit circle
    slope = -fold * warp * np.sin(fold * phi) / radius(phi)
    predicted = 1 + np.mean(slope**2 / g) / np.mean(1 / g)
    assert abs(warped / circle - predicted) < 1e-6
    return warped / circle


warp4, warp6 = warped_ratio(4), warped_ratio(6)

# ---- sizes of other neglected effects ----
ee_rate = (kB * T)**2 / (hbar * EF) * 1e-12
G_ee = mixed_rate(g0, g1, ee_rate)
omega = 2 * np.pi * 10e9 * 1e-12
g_fine = g0 + g1 * np.cos(2 * fine)**2
ac_change = abs(np.mean(1 / (g_fine - 1j * omega)) / np.mean(1 / g_fine) - 1)
drift = 1e11 / (n_bulk * e)
T_use = 378.0

print(f"smallest rate g0 = {g0:.1f} 1/ps")
print(f"anisotropic part g1 = {g1:.1f} 1/ps")
print(f"largest rate g0+g1 = {g0 + g1:.1f} 1/ps")
print(f"effective rate, formula = {G:.4f} 1/ps")
print(f"effective rate, harmonic solution = {harmonic_rate(g0, g1):.4f} 1/ps")
print(f"angular mean rate = {mean:.4f} 1/ps")
print(f"mean minus effective rate = {mean - G:.4f} 1/ps")
print(f"mean over effective rate = {mean / G:.4f}")
print(f"electrons per layer = {n_layer * 1e-4:.2e} 1/cm^2")
print(f"layer spacing = {spacing * 1e9:.2f} nm")
print(f"mass = {mass / me:.2f} electron masses")
print(f"temperature = {T:.0f} K")
print(f"bulk electron density = {n_bulk * 1e-6:.3e} 1/cm^3")
print(f"Fermi wavevector = {kF * 1e-9:.3f} 1/nm")
print(f"Fermi speed = {vF:.3e} m/s")
print(f"Fermi energy = {EF / e:.3f} eV")
print(f"resistivity with effective rate = {resistivity(G):.3f} microohm cm")
print(f"resistivity from wavevector sum = {grid_rho:.3f} microohm cm")
print(f"resistivity with mean rate = {resistivity(mean):.3f} microohm cm")
print(f"mobility = {e / (mass * G * 1e12) * 1e4:.1f} cm^2/Vs")
print(f"mean free path v/G = {vF / (G * 1e12) * 1e9:.1f} nm")
print(f"twofold pattern: rate along x = {two_x:.3f} 1/ps")
print(f"twofold pattern: rate along y = {two_y:.3f} 1/ps")
print(f"added isotropic rate = {added:.3f} 1/ps")
print(f"resulting rise of effective rate = {rise:.3f} 1/ps")
for M in (12.0, 100.0, 1000.0):
    print(f"effective rate with mixing M = {M:.0f} 1/ps: {harmonic_rate(g0, g1, M):.3f} 1/ps")
print(f"electron-electron mixing, order of magnitude = {ee_rate:.2f} 1/ps")
print(f"effective rate with that mixing = {G_ee:.3f} 1/ps")
print(f"its change of the rate = {100 * (G_ee / G - 1):.2f} percent")
for w, rho in zip(widths_nm, strip_rho):
    print(f"resistivity, diffuse edges, width {w} nm = {rho:.3f} microohm cm")
    print(f"  ratio to bulk = {rho / resistivity(G):.3f}")
print(f"warp amplitude of Fermi radius = {100 * warp:.1f} percent")
print(f"fourfold warp: conductivity change = {100 * (warp4 - 1):.2f} percent")
print(f"sixfold warp: conductivity change = {100 * (warp6 - 1):.2f} percent")
print(f"thermal energy / Fermi energy = {kB * T / EF:.4f}")
print(f"thermal correction scale = {np.pi**2 / 6 * (kB * T / EF)**2:.1e}")
print(f"level broadening / Fermi energy = {hbar * (g0 + g1) * 1e12 / EF:.4f}")
print(f"relative conductivity change at 10 GHz = {100 * ac_change:.2f} percent")
print(f"drift speed at 10 MA/cm^2 = {drift:.1f} m/s")
print(f"drift speed / Fermi speed = {drift / vF:.1e}")
print(f"resistivity at {T_use:.0f} K, rates scaled with T = {resistivity(G * T_use / T):.3f} microohm cm")
print("all tests passed")
```

Running it gives:

```
smallest rate g0 = 6.0 1/ps
anisotropic part g1 = 18.0 1/ps
largest rate g0+g1 = 24.0 1/ps
effective rate, formula = 12.0000 1/ps
effective rate, harmonic solution = 12.0000 1/ps
angular mean rate = 15.0000 1/ps
mean minus effective rate = 3.0000 1/ps
mean over effective rate = 1.2500
electrons per layer = 1.50e+15 1/cm^2
layer spacing = 0.60 nm
mass = 1.50 electron masses
temperature = 300 K
bulk electron density = 2.500e+22 1/cm^3
Fermi wavevector = 9.708 1/nm
Fermi speed = 7.493e+05 m/s
Fermi energy = 2.394 eV
resistivity with effective rate = 2.555 microohm cm
resistivity from wavevector sum = 2.555 microohm cm
resistivity with mean rate = 3.194 microohm cm
mobility = 97.7 cm^2/Vs
mean free path v/G = 62.4 nm
twofold pattern: rate along x = 18.000 1/ps
twofold pattern: rate along y = 9.000 1/ps
added isotropic rate = 1.000 1/ps
resulting rise of effective rate = 1.229 1/ps
effective rate with mixing M = 12 1/ps: 13.456 1/ps
effective rate with mixing M = 100 1/ps: 14.647 1/ps
effective rate with mixing M = 1000 1/ps: 14.960 1/ps
electron-electron mixing, order of magnitude = 0.42 1/ps
effective rate with that mixing = 12.102 1/ps
its change of the rate = 0.85 percent
resistivity, diffuse edges, width 1000 nm = 2.681 microohm cm
  ratio to bulk = 1.049
resistivity, diffuse edges, width 100 nm = 4.021 microohm cm
  ratio to bulk = 1.574
resistivity, diffuse edges, width 20 nm = 8.352 microohm cm
  ratio to bulk = 3.269
warp amplitude of Fermi radius = 5.0 percent
fourfold warp: conductivity change = 1.81 percent
sixfold warp: conductivity change = 4.08 percent
thermal energy / Fermi energy = 0.0108
thermal correction scale = 1.9e-04
level broadening / Fermi energy = 0.0066
relative conductivity change at 10 GHz = 0.65 percent
drift speed at 10 MA/cm^2 = 25.0 m/s
drift speed / Fermi speed = 3.3e-05
resistivity at 378 K, rates scaled with T = 3.219 microohm cm
all tests passed
```
